# Full-history Anderson and Pulay mixing, GMRES and the dielectric spectrum

## A case with two modes

Let a self-consistency problem have two independent density modes. Its residual, output density minus input density, is $f(n)=b-En$ with

$$E=\begin{pmatrix}1&0\\0&3\end{pmatrix},\qquad b=\begin{pmatrix}1\\1\end{pmatrix},$$

and its solution is $n^*=(1,\tfrac13)$. Start from $n_0=0$, so that $f_0=(1,1)$, and take the full output as the next input: $n_1=n_0+f_0=(1,1)$, with $f_1=(0,-2)$. The residual has grown from $\sqrt2$ to 2.

Anderson mixing now looks for the combination of the two residuals, with coefficients that sum to one, that is shortest:

$$(1-\alpha)f_0+\alpha f_1=(1-\alpha,\;1-3\alpha).$$

The squared length $(1-\alpha)^2+(1-3\alpha)^2$ has derivative $-8+20\alpha$, so $\alpha=0.4$. The averaged density is $\bar n_1=(0.4,0.4)$ and its residual is $\bar r_1=(0.6,-0.2)$.

GMRES, started from the same point, looks in its first step for the multiple $t\,r_0$ of $r_0=b$ with the shortest residual $b-tEb=(1-t,1-3t)$. This is the same minimisation, so its first iterate is $\bar n_1$.

The next mixed input is $n_2=\bar n_1+\bar r_1=(1,0.2)$, which is neither the first GMRES iterate nor the second, $(1,\tfrac13)$. Its residual is $f_2=(0,0.4)$, and $\tfrac16f_1+\tfrac56f_2=0$. The next average, $\tfrac16(1,1)+\tfrac56(1,0.2)=(1,\tfrac13)$, is the solution. The averages are GMRES iterates; the inputs run one mixing step beyond them.

## Setting and conventions

Hartree atomic units are used. Near a self-consistent solution, the density change $n$ caused by an external potential $v_{\rm ext}$ obeys, to first order,

$$n=F(n),\qquad F(n)=\chi_0(Kn+v_{\rm ext}).$$

Here $\chi_0$ is the static response of the independent electrons and $K$ turns a density into a potential. The residual is

$$f(n)=F(n)-n=b-En,\qquad E=1-\chi_0K,\quad b=\chi_0v_{\rm ext}.$$

$E$ is the dielectric operator acting on densities. All vectors are real and finite-dimensional, and $E$ is invertible. Lengths are measured in a metric $M$, symmetric and positive: $\langle u,w\rangle=u^TMw$.

**Mixing.** From all stored inputs $n_0,\dots,n_k$ and residuals $f_j=f(n_j)$, choose $\alpha_j$ with $\sum_j\alpha_j=1$ to minimise $\|\sum_j\alpha_jf_j\|$. Then

$$\bar n_k=\sum_j\alpha_jn_j,\qquad \bar r_k=\sum_j\alpha_jf_j,\qquad n_{k+1}=\bar n_k+P\bar r_k,$$

with a fixed invertible preconditioner $P$. Plain Anderson mixing has $P=\beta$, a nonzero number. Pulay mixing of densities has $P=1$: since $n_j+f_j=F(n_j)$, its next input is $\sum_j\alpha_jF(n_j)$. Its coefficients can be found with a Lagrange multiplier $\mu$. With $B_{ij}=\langle f_i,f_j\rangle$, stationarity of $\tfrac12\alpha^TB\alpha-\mu(\sum_j\alpha_j-1)$ gives $\sum_jB_{ij}\alpha_j=\mu$ together with the constraint, which is the same minimisation. The variant that uses the commutator of Fock and density matrices has a different residual and is not treated here.

**GMRES.** Put $A=EP$, $r_0=f(n_0)$ and

$$S_k=\mathrm{span}\{r_0,Ar_0,\dots,A^{k-1}r_0\},\qquad S_0=\{0\}.$$

The right-preconditioned GMRES iterate $n_k^G$ minimises $\|f(n)\|$ over $n\in n_0+PS_k$; its residual is $r_k^G$. The minimiser is unique, because $f$ maps different densities to different residuals and a norm of this kind has one shortest vector in an affine space.

## The theorem

**Theorem.** Let $k\ge1$. Suppose that $\|r_j^G\|<\|r_{j-1}^G\|$ for $1\le j\le k-1$ and that $r_{k-1}^G\neq0$. Then, in exact arithmetic,

$$\bar n_k=n_k^G,\qquad n_{k+1}=n_k^G+P\,r_k^G .$$

**Lemma 1.** $\bar r_k=f(\bar n_k)$, and $\bar n_k$ minimises $\|f\|$ over the affine hull $H_k$ of $n_0,\dots,n_k$.

*Proof.* Because the coefficients sum to one,
$$\sum_j\alpha_jf_j=\sum_j\alpha_j(b-En_j)=b-E\sum_j\alpha_jn_j=f(\bar n_k).$$
As the $\alpha_j$ vary, $\bar n_k$ runs through $H_k$. ∎

For a nonlinear map the first equality fails at second order in the spread of the stored densities, which is where the theorem ceases to be an identity for a full SCF calculation.

**Lemma 2.** Under the assumptions of the theorem, $r_j^G\notin S_j$ for $0\le j\le k-1$.

*Proof.* All these residuals are nonzero, since the norms fall and the last is nonzero. For $j=0$ the claim is $r_0\ne0$. For $j\ge1$ write $n_j^G=n_0+Ps$ with $s=\sum_{i=0}^{j-1}c_iA^ir_0$. Then
$$r_j^G=r_0-As=r_0-\sum_{i=0}^{j-2}c_iA^{i+1}r_0-c_{j-1}A^jr_0 .$$
If $c_{j-1}$ were zero, $s$ would lie in $S_{j-1}$, and $r_j^G$ could not be shorter than $r_{j-1}^G$. So $c_{j-1}\neq0$. All terms but the last lie in $S_j$. If $r_j^G$ lay in $S_j$, then $A^jr_0$ would too, and $A$ would map $S_j$ into itself. Being invertible, it would map $S_j$ onto itself, so $r_0=As'$ for some $s'\in S_j$. The density $n_0+Ps'$ would then have zero residual, against $r_j^G\ne0$. ∎

*Proof of the theorem.* It is enough to show $H_k=n_0+PS_k$, for then both methods minimise the same function over the same set. This is true for $k=0$. Suppose it holds for some $j\le k-1$. Then $\bar n_j=n_j^G$ and $\bar r_j=r_j^G$ by Lemma 1, and $n_{j+1}=n_j^G+Pr_j^G$. The first term is already in $H_j$, so the new point adds the direction $Pr_j^G$:
$$H_{j+1}=n_0+P\big(S_j+\mathrm{span}\{r_j^G\}\big).$$
The formula in the proof of Lemma 2 shows $r_j^G\in S_{j+1}$, and Lemma 2 shows $r_j^G\notin S_j$. Since $S_{j+1}$ has at most one dimension more than $S_j$, the bracket equals $S_{j+1}$. Induction gives $H_k=n_0+PS_k$, and the update rule gives the second equation. ∎

For a random non-symmetric problem of dimension 12 with a general $P$, both equations were tested over seven steps and hold to about $10^{-14}$. The input $n_3$ differs from the third GMRES iterate by 5 percent of that iterate's length, so the distinction between average and input is not a formality.

**Which residual is watched.** The residual of the next input is
$$f_{k+1}=b-E(n_k^G+Pr_k^G)=r_k^G-EP\,r_k^G=(1-A)\,r_k^G .$$
If $A$ is self-adjoint in the metric and has positive eigenvalues, it can be longer than $r_k^G$ only when some eigenvalue exceeds 2. For a non-normal $A$ it can be longer even without such an eigenvalue. Iteration counts below refer to $\bar r_k$, which needs $k+1$ evaluations of $F$.

## When the equivalence ends

**Corollary.** If GMRES stagnates for the first time at step $j$, that is $\|r_j^G\|=\|r_{j-1}^G\|\neq0$, then mixing returns the same input for ever.

*Proof.* The theorem still holds for $k=j$. The search sets are nested and the minimiser is unique, so $n_j^G=n_{j-1}^G$. Hence $n_{j+1}=n_{j-1}^G+Pr_{j-1}^G=n_j$. The hull does not grow, the next average is the same, and so is every later input. ∎

GMRES itself may recover, because it continues with $A^jr_0$ whether or not the residual has fallen. The following operator shows this, and shows also that eigenvalues alone do not fix an iteration count. Let
$$Ee_i=e_{i+1}\;(i<N),\qquad Ee_N=-\sum_{i=1}^{N}a_{i}\,e_i,\qquad r_0=e_1,\quad P=1 .$$
This companion matrix has the characteristic polynomial $\lambda^N+a_N\lambda^{N-1}+\dots+a_1$, so its eigenvalues can be prescribed. For $k<N$ the vectors $ES_k$ span $e_2,\dots,e_{k+1}$, all orthogonal to $e_1$ in the ordinary metric. Nothing can be subtracted from $r_0$ with profit, and the residual stays at 1 until step $N$.

With six eigenvalues spaced evenly from 1 to 2, GMRES has residual 1 after five steps and zero, to rounding, after six. Anderson mixing still has residual 1 after eight. A symmetric matrix with the same eigenvalues, and a starting residual of unit length spread equally over them, is down to $1.5\times10^{-4}$ after five steps. A statement about the spectrum therefore needs a further property of the operator.

## Self-adjointness of the dielectric problem

**Proposition 1.** Let $\chi_0$ be symmetric with $\chi_0\le0$, let $K$ and $P$ be symmetric and positive, and let them commute. In the metric $M=KP$ the operator $A=EP$ is self-adjoint with positive eigenvalues, and GMRES does not stagnate before it has converged. For $P=\beta>0$ the eigenvalues of $E$ are at least 1.

*Proof.* Since $K$ and $P$ commute,
$$MA=KP(1-\chi_0K)P=PKP-PK\chi_0KP ,$$
which is symmetric. For $u\neq0$, with $w=Pu$,
$$\langle u,Au\rangle=w^TKw-(Kw)^T\chi_0(Kw)\ge w^TKw>0 .$$
The eigenvalues are therefore positive. For $P=\beta$ the left side is $\langle u,Au\rangle=\beta^2u^TKEu=w^TKEw$, so the inequality reads $w^TKEw\ge w^TKw$, and an eigenvector of $E$ has $\lambda\ge1$.

Now let $r=r_{j-1}^G\ne0$. It lies in $S_j$, so step $j$ may try $n_{j-1}^G+tPr$, with
$$\|r-tAr\|^2=\|r\|^2-2t\langle r,Ar\rangle+t^2\|Ar\|^2 .$$
At $t=\langle r,Ar\rangle/\|Ar\|^2$ this is $\|r\|^2-\langle r,Ar\rangle^2/\|Ar\|^2<\|r\|^2$. ∎

The condition $\chi_0\le0$ expresses that electrons in a stable independent-particle ground state move so as to lower their energy. $K>0$ holds for the Hartree interaction on neutral density changes. An exchange–correlation kernel may be added to $K$ as long as the sum remains positive and, for non-scalar $P$, still commutes with it. The local-density kernel does not meet the first condition in a practical basis: at metallic densities $4\pi/G^2+f_{xc}$ turns negative near $G=2k_F$, so the propositions as proved cover Hartree screening, not a full LDA response. For plain mixing $M$ is proportional to $K$: with the Hartree interaction alone, the squared length of a residual is, up to a factor, its electrostatic energy.

**Proposition 2.** Under the conditions of Proposition 1, let $\kappa=\lambda_{\max}/\lambda_{\min}>1$ be the ratio of the extreme eigenvalues of $A$. Then
$$\frac{\|r_k^G\|}{\|r_0\|}\le\frac1{T_k(z)},\qquad z=\frac{\kappa+1}{\kappa-1},\qquad T_k(z)=\cosh(k\,\mathrm{arccosh}\,z).$$

*Proof.* A vector of $r_0-AS_k$ has the form $p(A)r_0$, where $p$ has degree at most $k$ and $p(0)=1$. Expand $r_0=\sum_ic_iu_i$ in $M$-orthonormal eigenvectors. Then
$$\|r_k^G\|^2=\min_{p(0)=1}\sum_ic_i^2\,p(\lambda_i)^2\le\|r_0\|^2\min_{p(0)=1}\max_i p(\lambda_i)^2 .$$
Choose $p(\lambda)=T_k\!\big(\tfrac{\lambda_{\max}+\lambda_{\min}-2\lambda}{\lambda_{\max}-\lambda_{\min}}\big)/T_k(z)$. At $\lambda=0$ the argument is $z$, so $p(0)=1$. On the spectrum the argument lies in $[-1,1]$, where $|T_k|\le1$. ∎

A relative residual $\tau$ is thus reached after at most $\mathrm{arccosh}(1/\tau)/\mathrm{arccosh}(z)$ steps, rounded up. For large $\kappa$, $z\approx1+2/\kappa$ and $\mathrm{arccosh}\,z\approx2/\sqrt\kappa$, which gives
$$k\lesssim\tfrac12\sqrt\kappa\,\ln(2/\tau).$$
A scalar $\beta$ changes neither $\kappa$ nor $S_k$, and so has no influence on the averages as long as the whole history is kept.

This is a bound, and the equality in the proof shows what it omits: the weights $c_i$ and the distribution of the $\lambda_i$. If $r_0$ contains $m$ distinct eigenvalues, $p(\lambda)=\prod_i(1-\lambda/\lambda_i)$ ends the iteration at step $m$. In dimension 12 with eigenvalues 1, 2, 5 and 9, and one random starting residual, the relative residual is 0.13 after three steps and zero, to rounding, after four. The first figure depends on the start, the second does not.

## Metals, insulators and Kerker preconditioning

Consider densities that vary along one direction $x$ of a periodic cell of length $L$, without a uniform component. Then $K=4\pi/G^2$ in Fourier space, the smallest wave number is $G_{\min}=2\pi/L$, and the potential $\varphi=Kn$ obeys $-\varphi''=4\pi n$. An integration by parts gives $n^TKn=\int n\varphi=\frac1{4\pi}\int\varphi'^2$. For $P=\beta$ the eigenvalues of $E$ are the stationary values of

$$\lambda=\frac{n^TKEn}{n^TKn}=1-\frac{4\pi\int\varphi\,\chi_0\varphi}{\int\varphi'^2}.$$

**Metal.** With a local density of states $D(x)$ the response is $-D(\varphi-\mu)$, and charge conservation fixes $\mu=\int D\varphi/\int D$. Hence
$$-\!\int\!\varphi\chi_0\varphi=\int D\varphi^2-\frac{(\int D\varphi)^2}{\int D}=\min_c\int D(\varphi-c)^2 .$$
Put $k^2(x)=4\pi D(x)$. Taking $c=0$, and using $\int\varphi'^2\ge G_{\min}^2\int\varphi^2$, gives $\lambda\le1+k^2_{\max}/G_{\min}^2$. The trial potential $\cos G_{\min}x$ gives $\lambda_{\max}\ge1+k^2_{\min}/G_{\min}^2$, because $D\ge D_{\min}$ and $c=0$ is then optimal for a constant weight. So $\lambda_{\max}$ grows as $L^2$: a long wave of charge is almost fully screened, and the unmixed map overshoots by the corresponding factor.

**Insulator.** With a local polarisability $a(x)$, $\chi_0=\partial_x a\,\partial_x$ and $-\int\varphi\chi_0\varphi=\int a\varphi'^2$. Then
$$\lambda=\frac{\int(1+4\pi a)\varphi'^2}{\int\varphi'^2}$$
lies between the extremes of $1+4\pi a(x)$, whatever $L$ is.

**Kerker-preconditioned metal.** Take $P=\beta\,G^2/(G^2+k_0^2)$. With $w=Pu$ and $\varphi=Kw$, the metric length is $u^TKPu=w^TKP^{-1}w$. Each Fourier component has $w_G=G^2\varphi_G/4\pi$, so this equals $\frac1{4\pi\beta}\int(\varphi'^2+k_0^2\varphi^2)$, and
$$\frac{\lambda}{\beta}=\frac{\int\varphi'^2+\min_c\int k^2(\varphi-c)^2}{\int\varphi'^2+k_0^2\int\varphi^2}.$$
If $k_0^2$ lies between the extremes of $k^2(x)$, this quotient lies between $k^2_{\min}/k_0^2$ and $k^2_{\max}/k_0^2$. The size dependence has gone, provided $k^2_{\min}>0$. Where the density of states vanishes in part of the cell, as for a slab with vacuum, the lower limit is zero; for a cell that is half empty, $\kappa$ again grows as $L^2$.

## Numbers for the three models

The parameters are round and belong to no material. The mean of $k^2$ is $k_0^2=1$ bohr$^{-2}$ and the mean of $4\pi a$ is 5, both modulated by 50 percent with a period of 5 bohr. A Gaussian potential of height 0.1 hartree and width 1 bohr disturbs the system; $\beta=0.5$ and $\tau=10^{-6}$. The step counts belong to matrices built on a grid and stored with double-precision entries. In the ideal metal most levels come in exactly equal pairs, which one zero of $p$ removes together. A relative splitting of the pairs as small as $10^{-16}$ costs additional steps: with exactly degenerate pairs the four cells need 8, 11, 15 and 21 steps, fewer than the table shows. For the metal:

| $L$ (bohr) | $\kappa$ | steps | bound |
|---|---|---|---|
| 20 | 11.0 | 8 | 24 |
| 40 | 40.9 | 12 | 46 |
| 80 | 160 | 17 | 92 |
| 160 | 638 | 25 | 184 |

For $L=160$ bohr, $1/G_{\min}^2=(160/2\pi)^2=648$ bohr$^2$, so $\lambda_{\max}$ must lie between $1+0.5\times648=325$ and $1+1.5\times648=973$; it is 650. The large-$\kappa$ formula gives $\tfrac12\sqrt{638}\times14.5=183$ steps, in accord with the bound of 184.

The insulator needs 9 steps at every length with wave numbers up to $2\pi$ bohr$^{-1}$, and 9 or 10 when this cutoff is doubled. Its spectrum lies between 3.5 and 8.5, so $\kappa\le2.43$ and at most 10 steps are allowed. The Kerker-preconditioned metal, measured in its own metric $M=KP$, needs 6 at every length, against a size-independent limit of 12 from $\kappa\le3$.

From 20 to 160 bohr the metal's bound grows by a factor of 7.7, the count for the stored matrices by 3.1, and the count for exactly degenerate pairs by 2.6. For a uniform metal in a long cell, a growth slower than that of the bound can be derived. Its levels are $\lambda_m=1+(q/m)^2$ with $q=k_0L/2\pi$, and they crowd towards 1. Let $p$ vanish on the $j$ highest levels; the factors $1-\lambda/\lambda_m$ are at most 1 in size on all lower ones. A Chebyshev polynomial handles the rest, whose condition number is roughly $(q/j)^2$. The count is then at most about
$$j+\frac{q}{2j}\ln\frac2\tau ,$$
which is smallest at $j=\sqrt{\tfrac12q\ln(2/\tau)}$ and there equals $2j\propto\sqrt L$. The remaining condition number is more precisely about $1+(q/j)^2$, so replacing it by $(q/j)^2$ and using the large-$\kappa$ formula assumes $j\ll q$, that is, $q\gg\tfrac12\ln(2/\tau)=7.3$. For 160 bohr this is only roughly met: $q=25.5$ and $2j=2\sqrt{12.7\times14.5}=27$, which is above both the count of 25 for the stored matrix of the modulated metal and the 21 needed with unsplit pairs. For 20 bohr, $q=3.2$ is too small for this derivation to hold. That it carries over to the modulated metal, whose levels are shifted by the modulation, is a conjecture and is not proved by this one figure.

## History length and rounding

The theorem needs the whole history. For the metal at 80 bohr, plain mixing without memory multiplies the highest mode by $1-0.5\times163\approx-81$ in each step. Full history brings the relative residual to $4\times10^{-7}$ in 17 steps. With the last three densities alone, and the same $\beta=0.5$, it has risen to about $8\times10^3$. With so short a history the result depends on $\beta$, and only a much smaller value avoids the growth for good: $\beta=0.1$ gives a small residual after 17 steps but diverges later, while $\beta=0.02$ converges slowly and is still near $10^{-5}$ after 200 steps. In the full-history run the input $n_6$ has a residual 1.7 times the minimised one $\bar r_5$, as $f_{k+1}=(1-A)r_k^G$ permits.

The theorem also needs exact arithmetic. With 400-bit numbers the averages and the GMRES iterates of all twelve cells agree to $10^{-104}$ of the final iterate's length. In the double-precision runs made here, the largest departure from these iterates, over all cells and steps, is 4 percent for Anderson mixing and 0.2 percent for GMRES. Yet at 80 bohr the final residual of double-precision mixing agrees with the long-arithmetic value to three digits. In that case the fall of the residual survives the rounding of the iteration, although the identity of individual iterates cannot be relied upon. At 160 bohr even this is not assured: double-precision mixing can need a few steps more than 25. The rounding of the matrix entries is common to both runs, so this comparison does not test its effect. The numerical output lists the remaining counts and spectra; its eigenvalues are those of $A/\beta$.

## Computed values

```
General problem: dimension 12, steps 7
  max |average - GMRES iterate| = 1.5e-14
  max |next input - (GMRES + P r)| = 5.5e-15
  relative |input 3 - GMRES iterate 3| = 0.0503
  Pulay: max |next input - (GMRES + r)| = 2.0e-15
Distinct eigenvalues 1, 2, 5, 9 in dimension 12:
  relative residual, step 3: 1.34e-01
  relative residual, step 4: 5.6e-15
Six eigenvalues from 1.00 to 2.00:
  companion, GMRES residual, step 5: 1.000
  companion, GMRES residual, step 6: 1.3e-14
  companion, Anderson residual, step 8: 1.000
  symmetric, GMRES residual, step 5: 1.50e-04
Model: mean k^2 = 1.0 bohr^-2, mean 4 pi a = 5.0
  modulation 0.5, period 5.0 bohr, beta 0.5
  potential: height 0.1 hartree, Gaussian width 1 bohr
  target relative residual 1e-06
kind, L/bohr, lambda_min, lambda_max, kappa, steps, bound
  metal        20  1.0178   11.2365   11.0398   8   24
  metal        40  1.0180   41.6127   40.8756  12   46
  metal        80  1.0181  163.1943  160.2881  17   92
  metal       160  1.0182  649.5350  637.9389  25  184
  insulator    20  3.5073    8.4927    2.4214   9   10
  insulator    40  3.5019    8.4981    2.4267   9   10
  insulator    80  3.5005    8.4995    2.4281   9   10
  insulator   160  3.5001    8.4999    2.4285   9   10
  kerker       20  0.7741    1.2259    1.5837   6    7
  kerker       40  0.7729    1.2271    1.5877   6    7
  kerker       80  0.7725    1.2275    1.5890   6    7
  kerker      160  0.7724    1.2276    1.5893   6    7
Metal, 160 bohr to 20 bohr, ratio of steps: 3.12
Metal, 160 bohr to 20 bohr, ratio of bounds: 7.67
Size-independent step bound, insulator: 10
Size-independent step bound, Kerker metal: 12
Largest relative Anderson-GMRES difference, 400 bits: 6.1e-105
Largest relative drift from the long GMRES iterates:
  Anderson in double precision: 3.9e-02
  GMRES in double precision: 1.6e-03
Metal, 80 bohr, after 17 steps:
  relative residual, full history: 4.15e-07
  same in double precision: 4.15e-07
  relative residual, last 3 densities: 8.48e+03
  input 6 residual / minimised residual 5: 1.671
```
